\section*{Why heavy ions yield more than one interstitial at low dose}

\section{What fixes the form of the yield}

An implanted ion that takes a lattice site leaves one silicon atom too many. Transient enhanced diffusion after a low-dose heavy-ion implant can nevertheless call for several interstitials per ion. The form of the extra term follows from dimensions.

Let a dopant marker lie far below the damage. For a dopant that moves with interstitials, the enhancement is set by the exposure
\begin{equation}
X_I=\int_0^\infty D_I\,I\,dt ,
\end{equation}
where $I$ is the interstitial concentration and $D_I$ the diffusivity. Its unit is an inverse length. A dose $\Phi$ is an inverse area, so $X_I=\Phi\times(\text{length})$. Consider one interstitial per ion, released at depth $x_0$ below a surface that absorbs every defect. Time enters as $D_I\,dt$, so the diffusivity sets no scale. For a distant marker $x_0$ is the one length left, and the exposure is $\Phi x_0$ times a number, shown below to be one.

A vacancy released at $x_V$ gives the same law for its own exposure. A Frenkel pair therefore changes the difference of the two exposures by $x_I-x_V$ per unit dose. With $\nu$ pairs per ion, a mean separation $\Delta=\bar x_I-\bar x_V$ and a mean ion depth $R$, the yield relative to one interstitial at the ion's depth must contain
\begin{equation}
1+\frac{\nu\Delta}{R}.
\end{equation}
A separation of a fraction of a lattice spacing matters because it is multiplied by hundreds of pairs.

\section{Derivation with recombination and clustering}

Let $V$ be the vacancy concentration and $C$ the concentration of interstitials held in clusters. Take depth $x$ as the one coordinate, and diffusivities that do not depend on depth. Let $r_1$ be the rate of $I$--$V$ recombination, $r_2$ that of vacancies with clustered interstitials, and $g$ the net capture by clusters, negative when they dissolve:
\begin{align}
\partial_t I&=D_I I''-r_1-g,\\
\partial_t V&=D_V V''-r_1-r_2,\\
\partial_t C&=g-r_2 .
\end{align}
In the combination $I+C-V$, $r_1$ enters as $-r_1+r_1$, $r_2$ as $-r_2+r_2$ and $g$ as $-g+g$. All reactions cancel:
\begin{equation}
\partial_t(I+C-V)=(D_I I-D_V V)'' .
\label{eq:net}
\end{equation}
Initially the net source is
\begin{equation}
s(x)=\Phi\,[\,p(x)+\nu\,i(x)-\nu\,v(x)\,],
\end{equation}
with $p$, $i$ and $v$ the normalized depth profiles of ions, pair interstitials and vacancies. Suppose that all clusters finally dissolve and all defects disappear. Integrating (\ref{eq:net}) over all time gives $0-s$ on the left and, with $W=X_I-X_V$, $W''$ on the right:
\begin{equation}
W''=-s .
\end{equation}
The surface holds both concentrations at zero, so $W(0)=0$. Nothing leaves through the far side of the wafer, so $W'=0$ there. Two integrations give
\begin{align}
W'(x)&=\int_x^\infty s(y)\,dy,\\
W(x)&=\int_0^x dz\int_z^\infty s(y)\,dy=\int_0^\infty \min(x,y)\,s(y)\,dy .
\end{align}
The last form follows by exchanging the integrals: a source at $y$ is counted for every $z$ below both $x$ and $y$. For a marker below all damage, $\min(x,y)=y$, and
\begin{equation}
X_I-X_V=\int_0^\infty y\,s\,dy=\Phi\,(R+\nu\bar x_I-\nu\bar x_V)=\Phi\,(R+\nu\Delta).
\end{equation}
One interstitial per ion without pairs would give $\Phi R$, which fixes the number left open above. Dividing by it defines the effective yield,
\begin{equation}
f=\frac{X_I}{\Phi R}=1+\frac{\nu\Delta}{R}+f_V,\qquad f_V=\frac{X_V}{\Phi R}\ge 0 .
\label{eq:yield}
\end{equation}
The first two terms are a floor, because a vacancy concentration cannot be negative. This neglects the equilibrium concentrations. In an anneal $I$ and $V$ are excesses over equilibrium, and an interstitial supersaturation can push the vacancies below their equilibrium value $V^*$. That lowers $X_V$ by at most $D_VV^*$ per unit time, which is small beside $X_I$ only while the supersaturation is large. Within these assumptions the floor does not contain the diffusivities, the reaction rates or the dose. These affect $f$ through $f_V$, the exposure of the marker to vacancies that got past the interstitials.

\section{Counting interstitials is a different measurement}

Integrate (\ref{eq:net}) over depth instead, up to a time when the vacancies are gone but the clusters have not dissolved. The source contains one net interstitial per ion. If $S_I$ interstitials and $S_V$ vacancies per ion have reached the surface, the number still stored is
\begin{equation}
n=1+S_V-S_I .
\label{eq:count}
\end{equation}
Recombination cannot change the difference of the two populations; the surface can. The stored number exceeds one if more vacancies than interstitials have been lost there. Sputtered atoms count in $S_I$. With a closed surface and no sputtering the stored number is one.

This preference needs an asymmetry. Without the ion's own interstitial, and with equal profiles, equal mobilities and no clustering, $I$ and $V$ obey the same equation and $S_V=S_I$. Depth, mobility or clustering can break the balance, so a count above one does not by itself prove a depth separation.

The two yields are connected. Integrate (\ref{eq:net}) up to the same time $t_1$, multiply by $x$ and integrate over depth. With $W_1$ the exposure difference accumulated so far, $\int xW_1''\,dx=[xW_1']-\int W_1'\,dx=-W_1$, the last value taken at depth. If $\bar x$ is the mean depth of the stored interstitials,
\begin{equation}
n\,\bar x=R+\nu\Delta+\frac{X_V(t_1)-X_I(t_1)}{\Phi}.
\label{eq:stored}
\end{equation}
If few interstitials pass the marker before $t_1$, and few clusters form below it, comparison with (\ref{eq:yield}) gives $f\simeq n\bar x/R$. A stored interstitial counts in proportion to its depth, since a shallow one is soon lost to the surface.

\section{Why heavy ions have the larger floor}

If recoils set off in all directions alike, pair interstitials in the bulk would be no deeper than vacancies. The ion's forward momentum breaks this symmetry. Suppose, as an estimate, that a displaced atom travels a distance proportional to its initial momentum, $\kappa|\mathbf p|$. Its mean forward displacement is then $\kappa p_z$. Collisions conserve momentum, so the sum of $p_z$ over one generation of recoils is at most of the order of the ion's momentum $p_0=\sqrt{2ME}$, and each generation hands part of it to the next. The summed displacement $\nu\Delta$ should thus scale roughly as $p_0$. At similar depth a heavy ion needs more energy and has more mass, hence more momentum.

The following numbers come from a binary-collision calculation for amorphous silicon at normal incidence, with the ZBL universal potential, Lindhard--Scharff electronic stopping and a displacement threshold of 15~eV. The energies were chosen for roughly similar depths.

\begin{itemize}
\item B, 10~keV: $R=44.4$~nm, $\nu=153$, $\nu\Delta=16.9$~nm, floor 1.38.
\item P, 25~keV: $R=38.0$~nm, $\nu=444$, $\nu\Delta=55.4$~nm, floor 2.46.
\item As, 40~keV: $R=30.9$~nm, $\nu=756$, $\nu\Delta=116.6$~nm, floor 4.78.
\end{itemize}

For arsenic the arithmetic is $1+116.6/30.9\simeq4.8$. The scatter of $\nu\Delta$ gives a statistical error of 0.05; that of $R$, for 200 ions with a depth spread of about a third of $R$, adds about 0.1. A larger sample of 500 ions gives $R=32.9$~nm and a floor of 4.5; the values below keep the sample of 200. The mean separation is 0.15~nm. From boron to arsenic the excess over one grows tenfold: a factor 4.9 from the number of pairs, 1.4 from the separation and 1.4 from the smaller depth. The ratio $\nu\Delta/p_0$ rises from 22 to 29~nm per $10^{-20}$~kg\,m/s while $p_0$ itself grows 5.2 times. The momentum estimate therefore captures most of the trend, but not all of it. The same holds for arsenic alone: from 10 to 40~keV $p_0$ doubles, while $\nu\Delta$ grows about 2.5 times.

\section{What low dose adds}

The arsenic profiles were then followed through diffusion with $D_I=D_V$. The marker lies at a depth of 202~nm; a deeper one would lower $f_V$ by only a few per cent. The whole dose is present at the start. Reactions are limited by diffusion with a capture radius $a=0.5$~nm: the $I$--$V$ rate is $4\pi a(D_I+D_V)IV$, interstitials are captured by each other and by clusters at the rate $4\pi aD_I\,I(I+C)$, and clustered interstitials recombine with vacancies at the rate $4\pi aD_V\,CV$. Vacancies do not cluster. Clusters dissolve after the vacancies are gone.

\begin{itemize}
\item $10^{11}$~cm$^{-2}$: $f=18.2$, of which $f_V=13.4$; $S_V=60.5$, $S_I=31.5$; $n=30.1$ at $\bar x=18.3$~nm.
\item $10^{12}$~cm$^{-2}$: $f=6.2$, of which $f_V=1.4$; $S_V=17.6$, $S_I=9.6$; $n=9.0$ at $\bar x=21.3$~nm.
\item $5\times10^{12}$~cm$^{-2}$: $f=5.05$, of which $f_V=0.27$; $S_V=8.4$, $S_I=5.0$; $n=4.4$ at $\bar x=35.7$~nm.
\end{itemize}

The values of $f_V$, $n$ and $\bar x$ are not accurate to the digits shown. With a finer integration in time and newly sampled cascades, the vacancy exposure came out lower by about 8, 14 and 30\,\% at the three doses, in the order listed, and $n$ by 3 to 8\,\%, depending on the sample. The balances (\ref{eq:yield}), (\ref{eq:count}) and (\ref{eq:stored}) do not depend on this, but a ratio such as $n/f$ does.

In each case $f-f_V=4.78$, the floor obtained from the collision cascades alone. Vacancies do reach the surface in greater number, and (\ref{eq:count}) closes: at $10^{12}$~cm$^{-2}$, $1+17.6-9.6=9.0$. Equation (\ref{eq:stored}) can be read off too: $9.0\times21.3/30.9=6.2$, equal to $f$ at this precision. At $10^{11}$~cm$^{-2}$ the same product gives 17.8 instead of 18.2. If few clusters form below the marker, the difference is interstitial exposure spent before the vacancies are gone. Nearly all of $f$ is thus delivered by dissolving clusters, which is the part that matters when they form near room temperature and dissolve in a hot anneal.

The low-dose rise has an approximate pattern: $\Phi R f_V$, the vacancy exposure itself, changes little while the dose changes fiftyfold. It lies between 0.41 and 0.45~nm$^{-1}$ in the runs listed, and between about 0.3 and 0.4~nm$^{-1}$ with the finer integration. A plausible reason, not derived here for the full problem, is that the vacancies which survive the first stage, in which about two thirds of them recombine with free interstitials, meet mainly clustered interstitials, and that such second-order recombination forgets its starting density. For $C\simeq V$, $\dot V=-4\pi aD_V V^2$ leads at late times to $V\simeq1/(4\pi aD_V t)$. The scale of $X_V$ is then $1/(4\pi a)=0.16$~nm$^{-1}$ times a number, whatever $D_I$ is, and $f_V$ falls roughly as $1/\Phi$ in this range. Runs at $10^{12}$~cm$^{-2}$ agree with this picture: halving $a$ roughly doubles $f_V$, while a tenfold $D_I$ raises it by only 7\,\%. Without clustering $f_V$ is only about 0.03 at $10^{12}$~cm$^{-2}$, but it still rises to about 2 at $10^{11}$~cm$^{-2}$. Clustering thus makes the vacancy exposure much larger, but it is not the only cause of the low-dose rise. In a real implant the rise must level off once vacancies no longer meet the defects left by other ions. Because vacancies travel far, this happens only well below the dose at which cascades cease to overlap.

Three controls at $10^{12}$~cm$^{-2}$ help to separate the causes. With the surface closed, and the atoms driven out of the surface kept as interstitials, the stored number is 1.000. With the vacancy profile replaced by that of the pair interstitials, and $D_V=10D_I$, the floor drops to 1.000, yet 8.8 interstitials per ion remain stored. Depth separation is therefore what lifts the floor, while a large stored number can arise without it, here with fast vacancies. Making $D_I$ ten times $D_V$ with the original profiles leaves $n$ at 9.0, so fast vacancies are not required either. Clustering is what makes the excess last, since clustered interstitials stay while vacancies travel on. Without it, only about 2.3 net interstitials per ion are left in the fast-vacancy case once fewer than 0.5 vacancies per ion remain, and about 2.4 with the original profiles and equal diffusivities. Two effects thus raise the yield: a mean depth offset at any dose below amorphization and an escape from recombination that grows as the dose falls. The second was computed for arsenic alone, so its dependence on ion mass remains open here.

\section{Where the result fails, and by how much}

\paragraph{Amorphization.} Regrowth of an amorphous layer erases the defects inside it. The floor then becomes the integral of $x\,s(x)/(\Phi R)$ over the crystal outside the layer. Taking 10\,\% displaced atoms as a rough criterion, arsenic amorphizes from $2.3\times10^{13}$~cm$^{-2}$; recombination during the implant, left out of this estimate, would raise that dose. The 200 cascades give a remaining floor of 2.9 at $10^{14}$ and 0.66 at $10^{15}$~cm$^{-2}$, with sampling errors of about 0.3 and 0.2. At the higher dose the deepest cell above the criterion lies at 77~nm, an edge uncertain by some 10~nm. This is how low dose enters the floor: it keeps the damage of separate ions additive.

\paragraph{Imperfect surface.} Let both species obey $c(0)=L\,c'(0)$ with the same sink length $L$. Then $W(0)=L\,W'(0)=L\Phi$, since without sputtering the net source integrates to $\Phi$. The exposure difference becomes $\Phi(R+\nu\Delta+L)$, the reference $\Phi(R+L)$, and the floor
\begin{equation}
1+\frac{\nu\Delta}{R+L}.
\end{equation}
For $L=10$~nm it falls from 4.8 to 3.9 if the atoms driven out of the surface are kept as interstitials at depth zero. If $Y$ atoms per ion are sputtered away, the net source integrates to $\Phi(1-Y)$ and the floor is $1+(\nu\Delta-YL)/(R+L)$. The arsenic cascades give $Y\simeq2$ without a surface barrier, and the floor is then about 3.3. For $L=0$ sputtering does not enter, since depth zero carries no weight. Unequal sink lengths break the cancellation of recombination.

\paragraph{Isolated cascades.} The vacancies lie at an rms lateral distance of 12.7~nm from the ion's point of entry, so cascades overlap above roughly 2 to $3\times10^{11}$~cm$^{-2}$. Below that dose the laterally uniform model spreads the defects too thinly. The value $f=18$ at $10^{11}$~cm$^{-2}$ shows a trend and should not be used as a calibration.

\paragraph{Vacancy clusters.} If they dissolve in time, they delay vacancies without changing the floor. If they survive, they withhold vacancies from recombination, and $X_I-X_V$ rises by the first moment of the vacancies they hold.

\paragraph{Collision model.} A threshold of 20~eV instead of 15~eV lowers the arsenic floor to 4.2. The free flight between collisions, 0.27~nm, is longer than the mean separation itself; halving it lowers $\nu\Delta$ by some 6 to 11\,\%, depending on the sample, so the floor is not converged in this parameter. No energy is deducted when an atom leaves its lattice site; deducting 2~eV lowers $\nu\Delta$ by about 3\,\%, and 5~eV by about 7\,\%. Halving the energy at which atoms are stopped, from 5~eV, shifts it by $-0.27$. The scatter of $\nu\Delta$ alone gives this shift an error of 0.09, and that of $R$ nearly twice as much, so the shift is barely resolved and the second decimal of the floor has no physical weight. Pairs closer than 0.5~nm that annihilate at once number 128 per ion but carry off 1.4~nm of the 116.6~nm, which leaves a floor of 4.7. Halving the time step of the diffusion calculation changes $f$ at $10^{12}$~cm$^{-2}$ by 0.05, which understates the remaining numerical error given with the results above.

\paragraph{Real implants.} The displacement threshold and the capture radius are rough values. Real wafers are crystalline, and channelling places some ions deeper. If $\nu\Delta$ were unchanged, a 10\,\% larger $R$ would lower the excess over one by about 10\,\%. Real implants also deliver ions one after another while defects already move. This changes $f_V$ but not the floor, because (\ref{eq:net}) is linear and the sources simply add. Traps in the bulk, such as carbon, that keep their interstitials break the assumption that all defects disappear, and the exposure then falls with marker depth. The model also lets every clustered interstitial act as a separate sink; large clusters capture less per atom, which changes $f_V$. Charge and stress alter the reactions, which again affects $f_V$. They can also make the diffusivities depend on depth, and then the floor itself shifts.

\section{What to do in a process model}

Where the simulator accepts them, start from separate interstitial and vacancy profiles of the full cascade. They contain $\nu\Delta$, and the solver then supplies $f_V$ for its own reaction model. The two profiles must come from the same cascades, since $\nu\Delta$ is a small difference of large moments.

If a single factor multiplying the ion profile is required, use $f$ and not the stored number. For the arsenic example, placing $n$ interstitials at the ion depth would overstate the deep exposure by roughly half at $10^{12}$~cm$^{-2}$ (9.0 against 6.2). At $5\times10^{12}$~cm$^{-2}$ the two numbers are close (4.4 against 5.05), and their difference is not well resolved here. The floor is a sound first value for $f$ only where $f_V$ is small: in the arsenic example $f_V$ makes up about 5\,\% of $f$ at $5\times10^{12}$~cm$^{-2}$, but already 20 to 23\,\% at $10^{12}$~cm$^{-2}$. In addition, the implant must not amorphize, the surface must absorb both species well and the marker must lie below the damage. A factor fitted at one dose should not be carried to a tenfold lower dose, where $f_V$ may dominate, or across the onset of amorphization, where the floor itself collapses. The numerical output that follows lists most of the values used here; those of the finer integration, of the larger sample and of the runs without clustering or with changed capture radius, free flight, lattice energy loss or arsenic energy are not part of it.

\section*{Calculated quantities}
\begin{verbatim}
Si atomic density 49.94 nm^-3, free flight 0.2716 nm
displacement threshold 15 eV, stopping energy 5 eV
largest deviation of nuclear stopping from fit 0.6 %
B 10 keV, 700 ions: R = 44.4 nm, nu = 153 pairs/ion
  S = 16.9 +- 0.3 nm, Delta = 0.1103 nm
  floor 1+S/R = 1.38 +- 0.01
  momentum 0.77e-20 kg m/s, S/momentum 22.0 nm per 1e-20 kg m/s
P 25 keV, 200 ions: R = 38.0 nm, nu = 444 pairs/ion
  S = 55.4 +- 1.1 nm, Delta = 0.1249 nm
  floor 1+S/R = 2.46 +- 0.03
  momentum 2.03e-20 kg m/s, S/momentum 27.3 nm per 1e-20 kg m/s
As 40 keV, 200 ions: R = 30.9 nm, nu = 756 pairs/ion
  S = 116.6 +- 1.6 nm, Delta = 0.1542 nm
  floor 1+S/R = 4.78 +- 0.05
  momentum 3.99e-20 kg m/s, S/momentum 29.2 nm per 1e-20 kg m/s
As floor shift, stopping energy halved: -0.27 +- 0.09
As with threshold 20 eV: nu = 564, floor = 4.16 +- 0.07
capture radius 0.5 nm, marker depth 202 nm; As, D_I = D_V:
 1e+11 cm^-2: f = 18.22, f_V = 13.441, f-f_V = 4.78
  to surface per ion: V 60.5, I 31.5; stored 30.06 at mean depth 18.3 nm
 1e+12 cm^-2: f = 6.23, f_V = 1.448, f-f_V = 4.78
  to surface per ion: V 17.6, I 9.6; stored 9.00 at mean depth 21.3 nm
 5e+12 cm^-2: f = 5.05, f_V = 0.271, f-f_V = 4.78
  to surface per ion: V 8.4, I 5.0; stored 4.36 at mean depth 35.7 nm
time step halved, 1e12 cm^-2: shift of f -0.053, of stored number -0.078
D_I = 10 D_V, 1e12 cm^-2: f = 6.33, f-f_V = 4.78, stored 9.00
no separation, D_V = 10 D_I: f-f_V = 1.000, stored 8.80
closed surface: stored number per ion 1.000
surface sink length 10 nm: floor 3.86
close pairs within 0.5 nm: 128 per ion, carry off 1.4 nm, floor then 4.73
cascade rms radius 12.7 nm, cascades overlap above 2.0e+11 cm^-2
Si atoms driven out to the surface: 2.1 per ion
amorphization (10 % displaced, rough) starts at 2.3e+13 cm^-2
 1e+14 cm^-2, amorphous band erased: floor 2.88, band ends at 47 nm
 1e+15 cm^-2, amorphous band erased: floor 0.66, band ends at 77 nm
\end{verbatim}
